Half-flux caging in a rhombic chain and how it reopens

**Problem**

A chain consists of N rhombi. Hub sites a₁, …, a_{N+1} lie along its axis, and neighbouring hubs a_n and a_{n+1} are joined by two paths, one through the upper rim site b_n and one through the lower rim site c_n. All four bonds of a rhombus have hopping t > 0. Each rhombus encloses a flux Φ, described by the phase φ = 2πΦ/(h/e). Electrons are independent and phase coherent, with one orbital per site. The leads touch a₁ and a_{N+1} and no other site.

(a) Show that at φ = π the transmission T(E) vanishes at every energy E, and find how far an electron placed on a hub can travel.

(b) Let the site energies vary, and let φ = π + η. Find T(E), and decide which kinds of disorder reopen the chain.

(c) Find the leading behaviour of T for weak detuning and weak disorder, away from resonance.

(d) Find what detuning does near the nonzero levels of the bulk cages.

(e) Evaluate the results for three rhombi of quantum dots.

**Hints**

1. At φ = π, write down the combination of b_n and c_n that a_n couples to, and the one that a_{n+1} couples to. Compute their overlap.
2. For general φ, eliminate the rim amplitudes from the Schrödinger equation. A chain of hubs with energy-dependent hoppings remains.
3. The corner element of the inverse of a tridiagonal matrix has a simple numerator.
4. Near the nonzero levels of the bulk cages the diagonal elements of the bulk hubs are small, so small hoppings cannot be treated as a perturbation there.

**Solution**

**(a) Cages**

The gauge is free as long as the phase around each rhombus is φ. Put the whole phase on the bond from a_n to c_n:

⟨b_n|H|a_n⟩ = t, ⟨c_n|H|a_n⟩ = t e^{iφ}, ⟨a_{n+1}|H|b_n⟩ = ⟨a_{n+1}|H|c_n⟩ = t.

Let the rim energy be zero. At φ = π, a_n couples within rhombus n to t(|b_n⟩ − |c_n⟩), and a_{n+1} couples to t(|b_n⟩ + |c_n⟩). Define

P_n = (|b_n⟩ − |c_n⟩)/√2, Q_n = (|b_n⟩ + |c_n⟩)/√2.

These are orthogonal, and each is coupled to one hub with strength √2 t. The Hamiltonian therefore splits into separate blocks:

{a₁, P₁}, {Q_{n−1}, a_n, P_n} for 2 ≤ n ≤ N, {Q_N, a_{N+1}}.

The two end hubs lie in different blocks for any N ≥ 1. Leads attached to them cannot join these blocks, so T(E) = 0 at every E, including the rim energy, where elimination of the rims would divide by zero. The argument does not depend on the form of the leads.

If the hub energies are also zero, a bulk block has energies 0 and ±√(2t² + 2t²) = ±2t, and an end block has ±√2 t. A bulk hub state is an equal superposition of the levels +2t and −2t, because the zero-energy state of the block has no weight on the hub. Its amplitude therefore evolves as cos(2tτ/ħ). The electron spreads over the four neighbouring rim sites and no further, and returns fully to the hub after

τ = πħ/(2t).

**(b) Disorder and detuning**

Let the site energies be ε_a, ε_b, ε_c. The rim equations are

(E − ε_b) b_n = t(a_n + a_{n+1}),
(E − ε_c) c_n = t(e^{iφ} a_n + a_{n+1}).

The equation for a bulk hub is

(E − ε_a) a_n = t(b_n + e^{−iφ} c_n) + t(b_{n−1} + c_{n−1}).

Inserting the rim amplitudes gives

D_n a_n = J_n* a_{n+1} + J_{n−1} a_{n−1},

J_n = t²[1/(E − ε_b) + e^{iφ}/(E − ε_c)],

where D_n is E − ε_a minus t²/(E − ε) for each of the four adjacent rims. An end hub has two adjacent rims. For the leads take wide-band contacts with self-energy −iΓ/2, which adds +iΓ/2 to D₁ and D_{N+1}.

The hub Green function is the inverse of the tridiagonal matrix D with diagonal D_n and elements −J_n below it. For the element from a₁ to a_{N+1}, the cofactor is found by deleting row 1 and column N+1. What remains is triangular with diagonal −J₁, …, −J_N. Its determinant is (−1)^N ∏J_n, and the cofactor sign (−1)^{N+2} cancels the minus signs. With T = Γ²|G_{N+1,1}|²,

T = Γ² ∏|J_n|² / |det D|².

Now set φ = π + η, x = E − ε_b and y = E − ε_c. Since e^{iφ} = −e^{iη},

|J_n|²/t⁴ = 1/x² + 1/y² − 2cos η/(xy)
= (1/x − 1/y)² + 4 sin²(η/2)/(xy)
= [(ε_b − ε_c)² + 4xy sin²(η/2)]/(x²y²).

The second line uses 1 − cos η = 2 sin²(η/2), the third 1/x − 1/y = (ε_b − ε_c)/(xy). No term linear in the imbalance ε_b − ε_c multiplies the detuning.

At η = 0 three conclusions follow.

- Hub disorder alone leaves T = 0, since ε_a does not enter J_n.
- A shift common to both rims of a rhombus leaves T = 0.
- An imbalance ε_b ≠ ε_c opens its own rhombus, but one balanced rhombus makes the product vanish and blocks the whole chain.

Unequal bonds are covered by replacing t² in each term of J_n by the product of the two hoppings on that arm, and t² in each term of D_n by the square of the hopping between that hub and that rim. Zero transmission at all energies then needs a rhombus with equal products and equal rim energies.

**(c) Weak opening away from resonance**

Let the hubs be clean and let the rim energies be independent and uniform in a range of full width W centred on zero. Define

d = E − 4t²/E, d_e = E − 2t²/E + iΓ/2.

If |J_n| and the changes of D_n caused by the rim disorder are small compared with |d| and |d_e|, and N is not so large that these corrections add up along the chain, then det D ≈ d_e² d^{N−1}. For W ≪ |E| and small η,

|J_n|² ≈ (t⁴/E²)[η² + (ε_b − ε_c)²/E²].

The variance of each rim energy is W²/12, so ⟨(ε_b − ε_c)²⟩ = W²/6. Different rhombi are independent and the average of the product factorizes:

⟨T⟩ ≈ Γ² (t²/E)^{2N} [η² + W²/(6E²)]^N / (|d_e|⁴ d^{2N−2}).

At this order rim disorder acts on the mean transmission as a flux detuning

η_W = W/(√6 |E|).

With detuning alone T grows as η^{2N}, and with disorder alone ⟨T⟩ grows as W^{2N}. The law fails near E = ±2t, where d = 0, and for small Γ also near the end levels ±√2 t, where |d_e| falls to Γ/2. With rim disorder it also fails when |E| is not large compared with W.

**(d) Detuning near the caged levels**

In a clean chain all J_n have the same magnitude,

j = 2t²s/|E|, s = |sin(η/2)|,

and their phases can be absorbed into the hub amplitudes. Let K_m be the determinant of m bulk hubs. Expansion along the last row gives

K_m = d K_{m−1} − j² K_{m−2}, K₀ = 1, K_{−1} = 0.

This is the recursion of the Chebyshev polynomials U_m of the second kind, so K_m = j^m U_m(d/2j). Expanding det D in both end hubs gives, for N ≥ 2,

T = Γ² j^{2N} / |d_e² K_{N−1} − 2d_e j² K_{N−2} + j⁴ K_{N−3}|².

In a long chain, waves propagate where d = 2j cos k. Multiplying by E, and absorbing its sign into k,

E² = 4t²(1 + s cos k).

The flat level at 2t becomes a miniband from 2t√(1 − s) to 2t√(1 + s), of width about 2ts ≈ t|η|.

For a short chain, N − 1 bulk hubs have levels near 2t. They are coupled to each other by j ≈ t|η|/2 and reach the leads through the end hubs, which are off resonance there. Eliminating an end hub changes the neighbouring diagonal element to d − j²/d_e. At E = 2t, d_e = t + iΓ/2, so the imaginary part added is

j²(Γ/2)/(t² + Γ²/4),

of order η². For N ≥ 3 the levels are thus split in proportion to η but broadened in proportion to η², and become well separated as η → 0. For N = 2 there is a single level, with a width of order η².

Their height follows from mirror symmetry. The even and odd scattering channels have phase shifts δ₊ and δ₋, and T = sin²(δ₊ − δ₋). Across a narrow resonance one phase shift advances by π while the other hardly changes, so the difference passes through an odd multiple of π/2 and T reaches 1. Weak detuning therefore produces narrow peaks of full height whose area scales as η², even where the off-resonant transmission scales as η^{2N}.

**(e) Three rhombi of quantum dots**

Take N = 3, square plaquettes with dot spacing 200 nm, and t = Γ = 0.5 meV. The half-flux field is

B = h/(2e · area) = (2.068×10⁻¹⁵ Wb)/(4×10⁻¹⁴ m²) = 51.7 mT.

The refocusing time of a bulk hub state is 2.07 ps. The bulk cage level 2t lies at 1.00 meV and the end level √2 t at 0.707 meV.

Choose E = 0.5 meV = t, away from these levels. Then d = −3t, d_e = (−1 + i/2)t and |d_e|² = 1.25t², so with W = 0

T ≈ η⁶/(1.25² × 3⁴) = η⁶/126.6.

A field 10 % from half flux gives η = 0.314 and T ≈ 7.6×10⁻⁶; the full formula gives 8.4×10⁻⁶. At 1 % the two agree at 7.6×10⁻¹². At 30 % the weak law gives 0.0055 against the full 0.0156, because j is then comparable with |d_e|. At zero field T = 0.954.

For W = 0.1 meV,

η_W = 0.1/(2.449 × 0.5) = 0.082,

equivalent to a field error of about 2.6 %. At half flux the mean transmission is 2.3×10⁻⁹. Adding a 3 % detuning, η = 0.094, gives

⟨T⟩ ≈ (0.0942² + 0.0816²)³/126.6 = 3.0×10⁻⁸.

This exceeds the sum of the separate results, 5.6×10⁻⁹ and 2.3×10⁻⁹, because the squares add inside each of three factors.

Near the cage level the picture changes. At 10 % detuning the miniband runs from 0.918 to 1.075 meV, a width of 0.157 meV. Two resonances, N − 1 = 2, appear at 0.966 and 1.043 meV, both with T = 1 to the digits shown. Doubling a smaller detuning, from 0.02 to 0.04 rad, multiplies their area by 3.999, as the η² law requires.

At 0.1 K, kT = 0.0086 meV. The diagonal element varies as d ≈ 2(E − 2t), so for Γ = t the leading full width of a resonance is

2 × ½ × 0.4 × (tη/2)²/t = 0.1 tη² ≈ 0.005 meV.

This is narrower than the thermal window of about 3.5kT = 0.03 meV, so the conductance peak stays well below e²/h per spin. With the chemical potential on the best resonance of the spin with the higher energy, the model gives 0.24 e²/h. The levels of the other spin lie lower by a Zeeman energy of 0.16 meV, for the g factor of 60 used below, and add about 10⁻⁴ e²/h.

**Comparison with a real material**

These parameters can be set beside dots in an etched PbTe film grown along (111), 20 nm thick, with dots 100 nm wide and the centre of each plaquette removed. This is a hypothetical design. The material values used are rough: masses 0.024 and 0.24 mₑ, permittivity 1000, g factor 60. Confinement along (111) favours the valley with isotropic in-plane mass and puts the other valleys about 31 meV higher for parabolic bands, or about 25 meV once nonparabolicity (gap 190 meV) and the in-plane dot energy are included, with strain ignored. The next dot level lies 4.7 meV up, so one orbital per dot is reasonable. Without spin-orbit coupling, Zeeman splitting shifts each spin rigidly and does not spoil caging.

The most serious omission is charging. Even with the large permittivity of a continuous film it is 0.5 to 0.6 meV, comparable with t, and an etched film screens less. The results therefore describe one electron passing through an otherwise empty chain. The conductance above does not meet that condition: with the chemical potential near +2t, 18 of the 20 spin orbitals lie below it. A clean chain has T(−E) = T(E), so the same single-particle value appears near −2t, where the chain is nearly empty, but even there one level lies below the best resonance of the spin with the lower energy. The conductance value illustrates thermal broadening and is not a prediction for interacting dots. The transmissions quoted at E = 0.5 meV likewise refer to an electron injected into an empty chain: in equilibrium at half flux, a chemical potential at that energy would have 12 spin orbitals below it. Dephasing also opens the cages. If the arms of each rhombus acquire a random relative phase χ with ⟨cos χ⟩ = V, then ⟨|1 − e^{iχ}|²⟩ = 2(1 − V). A rough coherence length of 5 μm and arms of 0.4 μm give V = 0.92, which acts like η = 0.39. In the weak law this raises T at 0.5 meV from zero to about 3×10⁻⁵. At so large an equivalent detuning this is only an order of magnitude: averaging the full model over independent Gaussian phases gives about 6×10⁻⁵, still far below the zero-field value.

A 2 % error of area counts as η = 0.063. Without Zeeman splitting a Rashba coefficient of 1 meV nm counts as only 0.008, and 10 meV nm counts as 0.71. The Zeeman splitting of 0.18 meV at half flux makes the rim propagator depend on spin. It then no longer commutes with the Rashba rotations, and a spin-flip path opens at first order in the coefficient. At 0.5 meV the equivalent detunings become about 0.025 and 0.8, so caging needs a nearly symmetric film. The chosen W is also demanding: a 1 % change of dot width moves its level by 0.063 meV, so the dots would have to be nearly identical or individually tuned by gates.

**Variation 1: leads on rim sites**

Keep φ = π and a clean chain, but attach the left lead to b₁ and the right lead to b₂ or b₃. Does T still vanish?

Since b_n = (P_n + Q_n)/√2, a lead on b_n touches the blocks of a_n and a_{n+1}. Leads on b₁ and b₂ share the block of a₂, so transmission is allowed. Leads on b₁ and b₃ touch the blocks of a₁, a₂ and of a₃, a₄, which have none in common, so T = 0. For N = 4, Γ = t and E = 0.9t, the first arrangement gives T = 0.109 and the second gives zero to rounding. Caging limits the range of motion; whether it blocks the current depends on where the contacts sit.

**Variation 2: disorder at the cage level**

Set η = 0 and E = 2t, with clean hubs and W ≪ t. How far does rim disorder let an electron travel?

The bulk cage state at 2t has amplitude 1/√2 on its hub and ½ on each of Q_{n−1} and P_n, hence weight 1/8 on each of four rims. To first order in the disorder, its energy shift is

(ε_{b,n−1} + ε_{c,n−1} + ε_{b,n} + ε_{c,n})/8,

and the hopping to the next cage, through the two shared rims, is

(ε_{b,n} − ε_{c,n})/8.

Both scale with W. Changing W rescales the whole effective Hamiltonian and leaves its states at E = 2t unchanged, so the localization length does not depend on W at this order. Numerically the amplitude decays at a rate of about 0.80 per rhombus for both W = 0.01t and W = 0.1t, a localization length of about 1.25 rhombi. Half the slope of ⟨ln T⟩ between full chains of 6 and 14 rhombi at W = 0.1t also gives 0.80.

For the three-rhombus example with W = 0.1 meV = 0.2t, the mean transmission at this energy is between 0.003 and 0.004, while the typical value, exp⟨ln T⟩, is about 6×10⁻⁶. Rare samples dominate the mean. Disorder thus reopens short chains at the cage level, far more than at E = t, but typical transmission still decays exponentially with length.

The remaining values are listed in the numerical output.

Table of computed values

```
CHOSEN: 3 rhombi, spacing 200 nm, dot 100 nm, film 20 nm
CHOSEN: t 0.50, Gamma 0.50, W 0.10, E 0.50 meV; 0.10 K
ROUGH PbTe: m_t 0.024, m_l 0.24 m_e; gap 190 meV; g 60
ROUGH: eps film 1000, substrate 10; work function 4 eV
ROUGH: coherence length 5.0 um
Half-flux field: 51.70 mT
Refocusing time of a caged electron: 2.068 ps
Cage levels: bulk 1.000, end 0.707 meV
Largest T on energy grid at half flux: 6.1e-30 (rounding)
Rim leads, E=0.9t: T adjacent 0.1090, two apart 9.9e-33
Field off by  1 %: eta 0.0314 rad, T 7.604e-12, weak law 7.596e-12
Field off by  3 %: eta 0.0942 rad, T 5.589e-09, weak law 5.538e-09
Field off by 10 %: eta 0.3142 rad, T 8.427e-06, weak law 7.596e-06
Field off by 30 %: eta 0.9425 rad, T 1.557e-02, weak law 5.538e-03
Zero field: T at E 0.9543
Disorder-equivalent detuning W/(sqrt6 E): 0.0816 rad
Disorder mean T at E, half flux: 2.337e-09, weak law 2.341e-09
Disorder and 3 % detuning: mean T 2.999e-08, weak law 2.970e-08
Disorder at cage level: mean T 0.0033 +- 0.0002, typical 5.88e-06
Inverse localization length per rhombus: W=0.01t 0.795, 0.1t 0.795
Same from full chains, W=0.1t: 0.801
Localization length, W=0.1t: 1.26 rhombi
Miniband at 10 % detuning: 0.9185 to 1.0754 meV, width 0.1569 meV
Its resonances: 0.9658 and 1.0425 meV, lowest peak T 1.00000
Resonance area ratio on doubling eta: 3.999
Thermal energy kT: 0.00862 meV
Zeeman splitting at 0.9 of half-flux field: 0.1616 meV
Peak conductance, 10 % below half flux: 0.2353 e2/h
  of which the off-resonant spin: 9.16e-05 e2/h
NEGLECTED charging energy: 0.52 meV, 1.03 of t
NEGLECTED next dot level: 4.70 meV above
NEGLECTED oblique valleys: 31.3 meV above
NEGLECTED nonparabolicity, confinement/gap: 0.037
NEGLECTED diamagnetic shift: 0.00160 meV
Dot level shift for 1 % change of width: 0.063 meV
Detuning from 2 % area error: 0.0628 rad
Detuning equivalent to dephasing: 0.392 rad (visibility 0.923)
Rashba  1.0 meV nm: spin turn 0.126 rad, equivalent eta 0.0079 rad
Rashba 10.0 meV nm: spin turn 1.260 rad, equivalent eta 0.7088 rad
log10 of tunnel amplitude across the etched hole: -629
```
